# Dissociation enthalpy of a precursor dimer from two degrees of dissociation

## Problem

A precursor for atomic layer deposition evaporates as a dimer D, which is in equilibrium with its monomer M:

$$
\mathrm{D}\rightleftharpoons 2\,\mathrm{M}.
$$

At $T_1=373$ K, 5 percent of the original dimers are dissociated. At $T_2=473$ K and the same pressure, 50 percent are dissociated.

1. Find the dissociation enthalpy $\Delta H$ per mole of dimer.
2. Taking the common pressure to be 200 Torr, find the degree of dissociation at both temperatures when the pressure is lowered to 1 Torr.
3. Estimate the electronic binding energy of the dimer that corresponds to this enthalpy.

The degree of dissociation $\alpha$ is the fraction of original dimers that have split, so $\alpha_1=0.05$ and $\alpha_2=0.50$. The pressure $P$ is the sum of the partial pressures of D and M, without any carrier gas. Both gases are ideal, equilibrium is reached at both temperatures, and there is no decomposition and no larger oligomer. Energies are in kJ/mol, with eV per dimer for the main results.

## First estimate by scaling

When few dimers are split, the dimer pressure is nearly $P$. Each split dimer gives two monomers, so the monomer pressure is about $2\alpha P$. The equilibrium constant is then

$$
K=\frac{p_M^2}{p_D}\approx\frac{(2\alpha P)^2}{P}=4\alpha^2P .
$$

If $\Delta H$ is constant, $K\propto e^{-\Delta H/RT}$; this law and the form of $K$ are derived below. At fixed $P$, taking the square root gives

$$
\alpha\propto e^{-\Delta H/2RT}.
$$

The degree of dissociation thus responds to half the enthalpy, because splitting one dimer makes two particles. Taking the logarithm of the ratio of the two fractions,

$$
\ln\frac{\alpha_2}{\alpha_1}\approx\frac{\Delta H}{2R}\left(\frac1{T_1}-\frac1{T_2}\right).
$$

The bracket is $5.668\times10^{-4}\ \mathrm{K^{-1}}$. With $R=8.3145$ J/(mol K), the combination needed repeatedly is

$$
\frac{R}{1/T_1-1/T_2}=\frac{8.3145}{5.668\times10^{-4}}\ \mathrm{J/mol}=14.67\ \mathrm{kJ/mol}.
$$

The fractions differ by a factor of ten, so

$$
\Delta H_{\rm est}=2\times14.67\times\ln 10=67.6\ \mathrm{kJ/mol}.
$$

The weak point is the hot state, where half the dimers are gone and $p_D\approx P$ is no longer true.

## Exact solution for ideal gases

**Mole balance.** Start from one mole of dimer. After a fraction $\alpha$ has split, $1-\alpha$ moles of D and $2\alpha$ moles of M are present, in total $1+\alpha$. Partial pressures are mole fractions times $P$:

$$
p_D=\frac{1-\alpha}{1+\alpha}P,\qquad p_M=\frac{2\alpha}{1+\alpha}P .
$$

**Equilibrium condition.** The Gibbs energy is $G=n_D\mu_D+n_M\mu_M$. At constant temperature and pressure the Gibbs–Duhem relation, $n_Dd\mu_D+n_Md\mu_M=0$, removes the terms from changes of the chemical potentials. Since $dn_D=-d\alpha$ and $dn_M=2\,d\alpha$,

$$
\frac{dG}{d\alpha}=2\mu_M-\mu_D=0 .
$$

For an ideal gas $\mu_i=\mu_i^\circ+RT\ln(p_i/p^\circ)$, with $p^\circ=1$ bar. Inserting this,

$$
2\mu_M^\circ-\mu_D^\circ+RT\ln\frac{p_M^2}{p_D\,p^\circ}=0 .
$$

With $\Delta G^\circ=2\mu_M^\circ-\mu_D^\circ$ and $K=p_M^2/p_D$, which has the dimension of pressure,

$$
\ln\frac{K}{p^\circ}=-\frac{\Delta G^\circ}{RT}.
$$

The right-hand side depends on temperature alone. Inserting the partial pressures,

$$
K=\frac{4\alpha^2P^2/(1+\alpha)^2}{(1-\alpha)P/(1+\alpha)}
=\frac{4\alpha^2P}{(1+\alpha)(1-\alpha)}
=\frac{4\alpha^2}{1-\alpha^2}P .
$$

**Temperature dependence.** From $\Delta G^\circ=\Delta H-T\Delta S^\circ$ and $d\Delta G^\circ/dT=-\Delta S^\circ$,

$$
\frac{d}{dT}\frac{\Delta G^\circ}{T}
=-\frac{\Delta S^\circ}{T}-\frac{\Delta G^\circ}{T^2}
=-\frac{\Delta H}{T^2}.
$$

The enthalpy needs no standard-state mark because that of an ideal gas does not depend on pressure. Therefore

$$
\frac{d\ln K}{dT}=\frac{\Delta H}{RT^2}.
$$

Integrating with constant $\Delta H$,

$$
\ln\frac{K_2}{K_1}=\frac{\Delta H}{R}\left(\frac1{T_1}-\frac1{T_2}\right).
$$

The common pressure cancels from $K_2/K_1$, and

$$
\Delta H=\frac{R}{1/T_1-1/T_2}\,
\ln\frac{\alpha_2^2(1-\alpha_1^2)}{\alpha_1^2(1-\alpha_2^2)} .
$$

**Numbers.** The two constants, in units of the pressure, are

$$
\frac{K_1}{P}=\frac{4(0.0025)}{0.9975}=0.010025,\qquad
\frac{K_2}{P}=\frac{4(0.25)}{0.75}=1.3333 .
$$

Their ratio is 133.0, whose logarithm is 4.890. Hence

$$
\Delta H=14.67\times4.890=71.7\ \mathrm{kJ/mol},
$$

or 0.744 eV per dimer. The positive sign means that dissociation absorbs heat, as the growth of $\alpha$ on heating requires.

**Which temperature the result belongs to.** Suppose that the enthalpy varies linearly, $\Delta H(T)=\Delta H(T^*)+\Delta C_p(T-T^*)$. Integrating $\Delta H(T)/RT^2$ between the two temperatures gives

$$
\ln\frac{K_2}{K_1}=\frac{\Delta H(T^*)}{R}\left(\frac1{T_1}-\frac1{T_2}\right)
+\frac{\Delta C_p}{R}\left[\ln\frac{T_2}{T_1}-T^*\left(\frac1{T_1}-\frac1{T_2}\right)\right].
$$

The second term vanishes for

$$
T^*=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}=419\ \mathrm{K}.
$$

The two-point formula therefore gives the enthalpy at 419 K, whatever the constant $\Delta C_p$ is.

## Comparison of estimate and solution

Splitting the logarithm in the exact formula isolates the error of the estimate:

$$
\Delta H-\Delta H_{\rm est}
=\frac{R}{1/T_1-1/T_2}\ln\frac{1-\alpha_1^2}{1-\alpha_2^2}
=14.67\times\ln\frac{0.9975}{0.75}=4.2\ \mathrm{kJ/mol}.
$$

The estimate is low by about 6 percent of the exact value. Nearly all of this comes from the hot state. There the estimate gives $K_2/P=1$ instead of 1.333, since it overlooks both the loss of dimers and the growth in the number of particles. If both fractions were small, the correction would vanish as $\alpha_2^2-\alpha_1^2$. If $\alpha_2$ approached one, it would diverge logarithmically and the scaling estimate would be useless.

The factor of two in the scaling law matters much more. Treating the reaction as one-to-one, with the constant $\alpha/(1-\alpha)$, would give $14.67\times\ln19=43.2$ kJ/mol.

## What "equal pressure" and "5 percent" decide

**Monomer mole fractions.** If the percentages were mole fractions $x$ of monomer, then $p_M=xP$, $p_D=(1-x)P$ and $K=x^2P/(1-x)$. The ratio of constants would be

$$
\frac{0.25/0.50}{0.0025/0.95}=190,
$$

and the enthalpy $14.67\times\ln190=77.0$ kJ/mol.

**Abundant carrier gas.** Let the total pressure be fixed and consist almost wholly of carrier gas, with a fixed supply of precursor. Splitting then hardly changes the total number of particles. If $p_0$ is the pressure that the undissociated dimer would have, $p_D=(1-\alpha)p_0$ and $p_M=2\alpha p_0$, so $K=4\alpha^2p_0/(1-\alpha)$. The ratio is again 190 and the enthalpy again 77.0 kJ/mol.

**Equal volume.** In a closed vessel with original dimer concentration $c_0$, the concentration constant is $K_c=4\alpha^2c_0/(1-\alpha)$, with the same ratio of 190. Because $p=cRT$ for each gas, $K=K_cRT$ and

$$
\frac{d\ln K_c}{dT}=\frac{\Delta H}{RT^2}-\frac1T=\frac{\Delta H-RT}{RT^2}=\frac{\Delta U}{RT^2}.
$$

The last step uses $\Delta H=\Delta U+RT$, valid because one mole of gas becomes two. The value 77.0 kJ/mol is now $\Delta U$ at $T^*$. Adding $RT^*=3.5$ kJ/mol gives $\Delta H=80.5$ kJ/mol.

## Lowering the pressure

The absolute pressure does not affect $\Delta H$, but it fixes $K$. At 200 Torr, $K_1=2.005$ Torr and $K_2=266.7$ Torr. To find $\alpha$ at another pressure, solve the mass-action law for it:

$$
K(1-\alpha^2)=4\alpha^2P
\quad\Rightarrow\quad
K=\alpha^2(K+4P)
\quad\Rightarrow\quad
\alpha=\sqrt{\frac{K}{K+4P}} .
$$

The positive root is taken because $\alpha$ is a fraction. At 1 Torr,

$$
\alpha(373\ \mathrm K)=\sqrt{\frac{2.005}{6.005}}=0.578,\qquad
\alpha(473\ \mathrm K)=\sqrt{\frac{266.7}{270.7}}=0.993 .
$$

At fixed temperature, expansion favours the side with more particles. For $P\gg K/4$ the formula reduces to $\alpha\approx\tfrac12\sqrt{K/P}$, the regime of the scaling estimate. For $P\ll K/4$ it gives $1-\alpha\approx2P/K$, so the remaining dimer fraction is proportional to pressure. The cold gas at 1 Torr lies between these limits, and the hot gas is in the second.

The pressure also fixes the standard entropy change. From $\ln(K/p^\circ)=-\Delta H/RT+\Delta S^\circ/R$, with $K_1=2.005$ Torr $=0.00267$ bar,

$$
\Delta S^\circ=\frac{71740}{373}+8.3145\ln(0.00267)=143\ \mathrm{J/(mol\,K)}.
$$

Since the enthalpy inserted belongs to $T^*$, this entropy also refers to about 419 K; a small $\Delta C_p$, such as that of the 300 cm$^{-1}$ model below, changes it by about 1 J/(mol K) at 373 K. At 373 K, $T\Delta S^\circ\approx53$ to 54 kJ/mol offsets most of $\Delta H$ but not all of it, so at 1 bar few dimers would split ($\alpha=0.026$). The large dissociated fraction at 1 Torr also needs the additional entropy that low pressure gives when one mole of gas becomes two.

## From enthalpy to electronic binding energy

An electronic-structure calculation gives the well depth $D_e$: the energy of two relaxed monomers minus that of the relaxed dimer, with the nuclei at rest. It differs from $\Delta H$ by nuclear motion.

Let each monomer be nonlinear with $N$ atoms. The dimer has $6N-6$ vibrations and the two monomers together $2(3N-6)=6N-12$. Dissociation removes six vibrations. Assume that all the others keep their frequencies.

In the classical limit each free molecule carries $\tfrac32RT$ of translational energy, $\tfrac32RT$ of rotational energy and $RT$ from $pV$, in total $4RT$. One additional molecule appears, so

$$
\Delta H(T)=D_e+4RT-6u(T),\qquad
u(T)=\frac{N_Ahc\tilde\nu}{2}\coth\frac{hc\tilde\nu}{2k_BT}.
$$

Here $u$ is the mean energy of one oscillator of wavenumber $\tilde\nu$, including its zero-point energy. For soft modes $u\to RT$ and $D_e\to\Delta H+2RT$, which at 419 K is $71.7+7.0=78.7$ kJ/mol. Stiffer modes raise $D_e$, because the dimer then loses more vibrational energy on splitting. Giving all six modes one common wavenumber yields:

- 100 cm$^{-1}$: 78.9 kJ/mol
- 300 cm$^{-1}$: 80.5 kJ/mol, or 0.835 eV per dimer
- 500 cm$^{-1}$: 83.6 kJ/mol

Within this model the well depth is thus about 80 kJ/mol, with a spread of a few kJ/mol as long as the six modes lie between 100 and 500 cm$^{-1}$; at 1000 cm$^{-1}$ it would be 96 kJ/mol. The same model also fixes $\Delta S^\circ$ once masses and moments of inertia are given. For rigid frames of the size of Al$_2$(CH$_3$)$_6$ (methyl groups as point masses) or Al$_2$Cl$_6$, six modes at 300 cm$^{-1}$ would give about 190 to 210 J/(mol K). The value of 143 J/(mol K) found at the assumed 200 Torr requires about 80 to 120 cm$^{-1}$, which puts $D_e$ near 79 kJ/mol. Changes in the other vibrations, which the model neglects, would shift it further. A calculated $D_e$ should therefore not be compared directly with 71.7 kJ/mol. If the frequencies of dimer and monomer have been calculated too, they should replace the model in the conversion to $\Delta H$.

The 300 cm$^{-1}$ model also sizes the error of taking $\Delta H$ constant. It gives $\Delta C_p=-12.4$ J/(mol K) at $T^*$ and $\Delta H=73.1$ kJ/mol at 298.15 K, 1.3 kJ/mol above the value at 419 K. With $K$ fixed at 373 K, the model gives $\alpha=0.4999$ at 473 K. This shows that the curvature of $\Delta H(T)$ is negligible here. It does not confirm $D_e$, which was obtained from the same data.

## Reliability and the approach to equilibrium

For equal absolute errors in the two fractions, the cold one dominates the uncertainty. Differentiating $\ln K=\ln(4P)+2\ln\alpha-\ln(1-\alpha^2)$ at fixed $P$,

$$
\frac{d\ln K}{d\alpha}=\frac2\alpha+\frac{2\alpha}{1-\alpha^2}=\frac{2}{\alpha(1-\alpha^2)} .
$$

This is 40 at $\alpha=0.05$ but 5.3 at $\alpha=0.50$. Changing the cold fraction to 0.04 or 0.06 moves $\Delta H$ to 78.3 or 66.4 kJ/mol. Changing the hot fraction to 0.49 or 0.51 gives 71.0 or 72.5 kJ/mol. An error of 1 K in $T_1$ shifts the result by 0.9 kJ/mol. If "5 percent" is rounded to the nearest percent, an error of 0.005 alone means about $0.005\times40\times14.67\approx3$ kJ/mol. If both percentages are rounded in this way, the data support about 72 kJ/mol with an uncertainty of 3 to 4 kJ/mol.

Non-ideality is smaller. For a rough assumed second virial coefficient $B=-2000\ \mathrm{cm^3/mol}$, $|B|P/RT_1=0.017$ at 200 Torr. An uncompensated change of this size in $\ln K_1$ would move $\Delta H$ by 0.25 kJ/mol.

In a flowing reactor the gas has only a limited time to react, so the assumption of equilibrium must be checked. With an assumed prefactor of $10^{13}\ \mathrm{s^{-1}}$ and a barrier equal to $\Delta U=68.3$ kJ/mol, the dissociation time $10^{-13}\,\mathrm{s}\times e^{\Delta U/RT}$ is about 0.4 ms at 373 K and 80 ms at 300 K. The prefactor is the weak point. At equilibrium $k_d[\mathrm D]=k_r[\mathrm M]^2$, where $k_d$ and $k_r$ are the rate constants of dissociation and recombination. Hence $k_d=k_rK/(k_BT)$, with $K/(k_BT)=5.2\times10^{16}\ \mathrm{cm^{-3}}$ at 373 K. The assumed prefactor thus implies $k_r\approx5\times10^{-14}\ \mathrm{cm^3/s}$, far below the order of $10^{-10}\ \mathrm{cm^3/s}$ expected if nearly every collision of two monomers formed a dimer. That larger value would shorten the dissociation time at 373 K to about 0.2 microseconds. The times of 0.4 and 80 ms therefore apply only if few collisions lead to recombination. All these values are high-pressure estimates, and scarce activating collisions at low pressure can lengthen the times. If gas from the 200 Torr source at 373 K expanded to 1 Torr faster than it could react, its dissociated fraction would at first stay near 0.05. It would reach 0.58 only after enough time at 373 K, and gas cooled by the expansion would first have to be reheated. Dissociation itself absorbs about $0.53\times72=38$ kJ per mole of original dimer, which the walls or a carrier gas must supply. Without it, a gas with an assumed heat capacity of 200 to 300 J/(mol K) would cool to about 335 K and stop at $\alpha\approx0.17$ to 0.20. The equilibrium values apply to undiluted precursor gas at the stated temperature and pressure, once its residence time is long compared with the dissociation time.

## Table of computed values

```
Cold temperature T1: 373 K
Hot temperature T2: 473 K
Dissociated fraction at T1: 0.05
Dissociated fraction at T2: 0.50
Source pressure: 200 Torr
K/P at T1: 0.010025
K/P at T2: 1.333333
K at T1: 2.005 Torr
K at T2: 266.67 Torr
Ratio K2/K1: 133.00
ln(K2/K1): 4.8903
1/T1 - 1/T2: 5.6680 1e-4 per K
Gas constant R: 8.3145 J/(mol K)
Dissociation enthalpy: 71.74 kJ/mol
Dissociation enthalpy: 0.744 eV per dimer
Entropy change at 1 bar: 143.1 J/(mol K)
Temperature T* of this enthalpy: 419.0 K
Reactor pressure: 1 Torr
Fraction at T1, reactor pressure: 0.578
Fraction at T2, reactor pressure: 0.9926
Enthalpy if data are mole fractions: 76.97 kJ/mol
Energy dU if volume is equal: 76.97 kJ/mol
Enthalpy if volume is equal: 80.45 kJ/mol
Wrong one-to-one result: 43.19 kJ/mol
Well depth, six modes at 100 cm^-1: 78.91 kJ/mol
Well depth, six modes at 300 cm^-1: 80.52 kJ/mol
Well depth, six modes at 500 cm^-1: 83.60 kJ/mol
Well depth, 300 cm^-1 modes: 0.835 eV per dimer
Model heat capacity change at T*: -12.4 J/(mol K)
Model enthalpy at 298.15 K: 73.05 kJ/mol
Model fraction at T2 (anchored at T1): 0.49990
Enthalpy if cold fraction is 0.04: 78.30 kJ/mol
Enthalpy if cold fraction is 0.06: 66.37 kJ/mol
Enthalpy if hot fraction is 0.49: 70.95 kJ/mol
Enthalpy if hot fraction is 0.51: 72.52 kJ/mol
Enthalpy if T1 is 374 K: 72.66 kJ/mol
Assumed second virial coefficient: -2000 cm3/mol
Virial term |B|P/(R T1): 0.0172
Enthalpy shift from virial term: 0.25 kJ/mol
Assumed prefactor: 1 1e13 per s
Assumed barrier dH - R T*: 68.25 kJ/mol
Rough dissociation time at 300 K: 77 ms
Rough dissociation time at T1: 0.36 ms
```
